# Ring-shaped band edges and the gap of biased bilayer graphene

## Symmetry, scales and the form of the answer

Consider one valley of Bernal-stacked bilayer graphene. The sites are ordered as A1, B1, A2, B2, where the number is the layer. B1 and A2 lie on top of each other and form the dimer. Each layer has Dirac velocity $v$, the dimer coupling is $\gamma>0$, and the layer energies are $+U/2$ and $-U/2$. Here $U$ is the actual energy difference between the layers, after screening. Exchanging the layers reverses its sign, so take $U>0$. With the wave vector $\mathbf k$ measured from the valley centre, $\varepsilon=\hbar v k$ and $\pi=\varepsilon e^{i\theta}$,

$$H=\begin{pmatrix}U/2&\pi^*&0&0\\ \pi&U/2&\gamma&0\\0&\gamma&-U/2&\pi^*\\0&0&\pi&-U/2\end{pmatrix}.\tag{1}$$

Write the amplitudes as $(e^{-i\theta}a,\,b,\,c,\,e^{i\theta}d)$. The phases then cancel in every row of $H\psi=E\psi$:

$$\begin{aligned}Ea&=\tfrac U2a+\varepsilon b,& Eb&=\varepsilon a+\tfrac U2b+\gamma c,\\ Ec&=\gamma b-\tfrac U2c+\varepsilon d,& Ed&=\varepsilon c-\tfrac U2d.\end{aligned}\tag{2}$$

The energies therefore depend on $k$ but not on $\theta$. Moreover, if $(a,b,c,d)$ solves (2) at energy $E$, then $(d,-c,b,-a)$ solves it at $-E$, as substitution shows. The spectrum is symmetric about zero.

The available scales are $\gamma$, $U$ and $\hbar v$. The gap must be $\gamma$ times a function of $U/\gamma$, and the wave number of the band edge must be $\gamma/\hbar v$ times another such function. If the conduction minimum lies at some $k_0\neq0$, isotropy makes it a full circle. Only the radial distance $q=k-k_0$ then costs energy. For a quadratic minimum, the states within $\delta E$ of the edge fill an annulus of width proportional to $\sqrt{\delta E}$, so the density of states varies as $\delta E^{-1/2}$. It remains to show that $k_0\neq0$ and to find the two functions.

## The bands

Set $u=U/2$ and $x=\varepsilon^2$. For $E\neq\pm u$, eliminating $a=\varepsilon b/(E-u)$ and $d=\varepsilon c/(E+u)$ from (2) gives the determinant as

$$\det(E-H)=(E-u)(E+u)\left[\left(E-u-\frac{x}{E-u}\right)\left(E+u-\frac{x}{E+u}\right)-\gamma^2\right].$$

Multiplying out the denominators,

$$\det(E-H)=[(E-u)^2-x][(E+u)^2-x]-\gamma^2(E^2-u^2).$$

Both sides are polynomials in $E$, so the identity also holds at $E=\pm u$. The product of brackets is $(E^2-u^2)^2-2x(E^2+u^2)+x^2$. Collecting powers of $E$ and restoring $U$, the eigenvalue condition is

$$E^4-2BE^2+\left(x-\tfrac{U^2}4\right)^2+\tfrac{\gamma^2U^2}4=0,\qquad B=\tfrac{\gamma^2}2+\tfrac{U^2}4+x.\tag{3}$$

This is quadratic in $E^2$, with roots $B\pm S$, where

$$\begin{aligned}S^2&=B^2-\left(x-\tfrac{U^2}4\right)^2-\tfrac{\gamma^2U^2}4\\&=\tfrac{\gamma^4}4+\gamma^2\left(x+\tfrac{U^2}4\right)+xU^2-\tfrac{\gamma^2U^2}4=\tfrac{\gamma^4}4+xW,\end{aligned}\tag{4}$$

with $W=\gamma^2+U^2$. The second line uses $(x+U^2/4)^2-(x-U^2/4)^2=xU^2$. The outer bands, $E^2=B+S$, start at $|E|=\sqrt{\gamma^2+U^2/4}$. The inner bands, which border the gap, are

$$E^2=\tfrac{\gamma^2}2+\tfrac{U^2}4+x-S.\tag{5}$$

## Gap and ring

Use $S$ as the variable in place of $x$. By (4), $x=(S^2-\gamma^4/4)/W$, and $S$ grows steadily from $\gamma^2/2$ at $k=0$. Inserting this in (5) and completing the square,

$$E^2=\frac{(S-W/2)^2}{W}-\frac W4+\frac{\gamma^2}2+\frac{U^2}4-\frac{\gamma^4}{4W}.$$

The first three constants add to $\gamma^2/4$, because $W=\gamma^2+U^2$. What remains is $\gamma^2(W-\gamma^2)/4W=\gamma^2U^2/4W$. Hence

$$E^2=E_m^2+\frac{(S-W/2)^2}{W},\qquad E_m=\frac{U\gamma}{2\sqrt W}.\tag{6}$$

The minimum is at $S=W/2$. This value is reached at a real, nonzero $k$ because $W/2>\gamma^2/2$ for $U\neq0$. The conduction minimum is $+E_m$ and the valence maximum is $-E_m$, so the gap is

$$E_g=2E_m=\frac{U\gamma}{\sqrt{\gamma^2+U^2}}.\tag{7}$$

Putting $S=W/2$ in (4) gives the ring:

$$\varepsilon_0^2=x_0=\frac{W^2-\gamma^4}{4W}=\frac{U^2(2\gamma^2+U^2)}{4(\gamma^2+U^2)},\qquad k_0=\frac{\varepsilon_0}{\hbar v}.\tag{8}$$

At $k=0$ the inner conduction band has energy $U/2>E_m$. That point is a local maximum, which gives the band its "Mexican hat" profile.

**Small bias.** For $U\ll\gamma$, $E_g\simeq U(1-U^2/2\gamma^2)$ and $\varepsilon_0\simeq U/\sqrt2$. The hat height is $U/2-E_m\simeq U^3/4\gamma^2$. It vanishes much faster than the gap.

**Large bias.** For $U\gg\gamma$, $E_g\to\gamma$ and $\varepsilon_0\to U/2$. Without the dimer coupling, the lower cone of layer 1, $U/2-\varepsilon$, crosses the upper cone of layer 2, $-U/2+\varepsilon$, at $\varepsilon=U/2$. Each crossing state has amplitude of magnitude $1/\sqrt2$ on its dimer site. Their coupling has magnitude $\gamma/2$ and opens a splitting $\gamma$. More bias moves the crossing outwards without enlarging the splitting.

## Density of states

Let $D=E^2-E_m^2$. From (6), $S=W/2\pm\sqrt{WD}$, so $S^2=W^2/4\pm W\sqrt{WD}+WD$. Equation (4) then gives the squared radii of the constant-energy circles:

$$x_\pm=x_0+D\pm\sqrt{WD}.\tag{9}$$

The inner circle requires $S\ge\gamma^2/2$, that is $\sqrt{WD}\le U^2/2$. Then $D\le U^4/4W$, and adding $E_m^2$ gives $E\le U/2$. At $E=U/2$ the inner circle has shrunk to a point. There $x_-=0$ and $x_+=2\sqrt{WD}=U^2$.

A disc of radius $k$ holds $g\pi k^2/(2\pi)^2=gx/[4\pi(\hbar v)^2]$ states per area, with $g=4$ for spin and valley. For $E_m<E<U/2$ the occupied region is an annulus:

$$n(E)=\frac{g(x_+-x_-)}{4\pi(\hbar v)^2}=\frac{g\sqrt{WD}}{2\pi(\hbar v)^2}.\tag{10}$$

Since $dD/dE=2E$, differentiation gives

$$\rho(E)=\frac{g\sqrt W}{2\pi(\hbar v)^2}\,\frac{E}{\sqrt{E^2-E_m^2}},\qquad E_m<E<\frac U2.\tag{11}$$

Within this model, (11) holds over the whole interval. The density that fills the band up to $U/2$ is $gU^2/[4\pi(\hbar v)^2]$.

Above $U/2$ only the outer circle of this band remains, and $n=gx_+/[4\pi(\hbar v)^2]$ gives

$$\rho(E)=\frac{gE}{4\pi(\hbar v)^2}\left(2+\frac{\sqrt W}{\sqrt D}\right),\qquad E>\frac U2.\tag{12}$$

This excludes the outer conduction band. At $E=U/2$, $\sqrt W/\sqrt D=2W/U^2$. Subtracting (12) from (11) there gives a downward step

$$\Delta\rho=\frac{g}{4\pi(\hbar v)^2}\,\frac U2\left(\frac{2W}{U^2}-2\right)=\frac{g\gamma^2}{4\pi(\hbar v)^2U}.\tag{13}$$

For $U=0$ there is no ring. Then $W=\gamma^2$ and $D=E^2$, and (12) reduces to $g(\gamma+2E)/[4\pi(\hbar v)^2]$, which is finite at $E=0$. The singularity therefore needs a bias.

Near the edge, (4) gives $dS/dx=W/2S=1$, so $S-W/2\simeq x-x_0\simeq2\varepsilon_0\hbar vq$. Also $E^2-E_m^2\simeq2E_m(E-E_m)$. Equation (6) becomes

$$E-E_m\simeq\frac{2\varepsilon_0^2(\hbar v)^2q^2}{E_mW}=\frac{\hbar^2q^2}{2m},\qquad m=\frac{E_mW}{4v^2\varepsilon_0^2}=\frac{\gamma W^{3/2}}{2v^2U(2\gamma^2+U^2)}.\tag{14}$$

The same expansion in (11) gives

$$\rho\simeq\frac{A}{\sqrt{E-E_m}},\qquad A=\frac{g\sqrt{WE_m/2}}{2\pi(\hbar v)^2}.\tag{15}$$

This is the one-dimensional law anticipated from the ring geometry.

## Quantum capacitance at the edge

With $U$ held fixed, the quantum capacitance per area is $C_q=e^2\,\partial n/\partial\mu=e^2\int\rho\,(-\partial f/\partial E)\,dE$, where $f$ is the Fermi function and $-\partial f/\partial E=1/[4k_BT\cosh^2((E-\mu)/2k_BT)]$. Put $\mu=E_m$ and $E-E_m=k_BT\,t$. If $k_BT$ is far below both $E_m$ and $U/2-E_m$, (15) may be used throughout:

$$C_q\simeq\frac{e^2Ac}{\sqrt{k_BT}},\qquad c=\int_0^\infty\frac{t^{-1/2}\,dt}{4\cosh^2(t/2)}\simeq0.674.\tag{16}$$

The singularity is integrable, so the capacitance is finite at any nonzero temperature.

## A dual-gated channel

Take the rough typical values $v=10^6$ m/s and $\gamma=0.4$ eV, with $U=0.2$ eV. Then $\hbar v=0.658$ eV nm, $W=0.16+0.04=0.20$ eV² and $\sqrt W=0.447$ eV. Equations (7) and (8) give

$$E_g=\frac{0.2\times0.4}{0.447}=0.179\ \text{eV}\ (0.00657\ \text{hartree}),$$

$$\varepsilon_0=\sqrt{\frac{0.04\times0.36}{0.80}}=0.134\ \text{eV},\qquad k_0=\frac{0.134}{0.658}=0.204\ \text{nm}^{-1}.$$

Direct diagonalization of (1) gives the same gap, 0.17889 eV. The radial mass is 0.044 electron masses. The hat height is $100.0-89.4=10.6$ meV, and filling the band up to the top of the hat takes $2.9\times10^{12}$ cm⁻².

With $A=0.139$ eV$^{-1/2}$ nm⁻², the density of states is 13.9 eV⁻¹ nm⁻² at 0.1 meV above the edge and 4.4 eV⁻¹ nm⁻² at 1 meV. Their ratio is close to $\sqrt{10}$. The exponent computed from diagonalized bands, still closer to the edge, is $-0.49997$. At $U/2$ the density of states falls from 1.47 to 0.88 eV⁻¹ nm⁻², in agreement with the step 0.59 from (13).

At 4.2 K, $k_BT=0.362$ meV, and (16) gives $0.139\times0.674/\sqrt{3.62\times10^{-4}}=4.92$ eV⁻¹ nm⁻². One state per eV nm² corresponds to 16.0 µF/cm², so $C_q=79$ µF/cm². A direct momentum sum agrees to 0.3%. At 300 K, $k_BT=25.9$ meV exceeds the hat height and (16) no longer applies. The momentum sum gives 8.9 µF/cm².

## What a real channel changes

**Skew coupling.** The ring is broken by the coupling between A1 and B2, an entry $(v_3/v)\pi$ in (1). With the phases of (2) it becomes $(v_3/v)\varepsilon e^{3i\theta}$, so the angle no longer drops out. Because $a$ and $d$ can be chosen real, the first-order energy shift is $2(v_3/v)\varepsilon\,ad\cos3\theta$, with normalized amplitudes. The ring breaks into three pockets separated by three saddles. For the rough value $v_3/v=0.1$, the minimum energy along a ray varies by 10.8 meV around the ring, as much as the hat height itself.

Adding a second interlayer coupling, an entry $-0.05\,\pi^*$ in (1) in row A1, column A2 and in row B1, column B2, and an upward dimer site shift of 20 meV (both rough) gives a gap of 0.166 eV, 7% below (7). The saddles lie 7.0 meV above the conduction pockets and 2.6 meV below $U/2$. A connected ring-shaped region of states thus survives in a narrow window, but the band edge is no longer a ring. Near a pocket minimum the enclosed area grows linearly with energy, so the density of states starts with a finite step. The inverse-square-root divergence is lost. At 4.2 K the largest $C_q$ near the edge falls from 93 to 54 µF/cm², and its position moves from 0.4 to 7.0 meV above the respective edge, where the saddles are. At 300 K, with $\mu$ at each model's own edge, the change is from 8.9 to 7.6 µF/cm².

**Broadening.** In an ordinary isotropic band with the radial mass $m$, the mobility is $e\tau/m$, and a rough value of 50 000 cm²/Vs means $\hbar/2\tau=0.26$ meV. On the ring only radial motion has a finite mass, so the inverse mass along the field averages to $1/2m$. The same mobility then needs twice the time, and $\hbar/2\tau$ is 0.13 meV, somewhat over a third of $k_BT$ at 4.2 K. This uses the transport time; a shorter quantum lifetime would broaden the edge more. Electron interactions are left out here. In clean samples at low temperature, a large density of states can favour spontaneous spin or valley polarization, which would change the capacitance peak.

**Screening and breakdown.** At neutrality the bias moves $4.1\times10^{12}$ electrons/cm² to the low-energy layer. This takes the momentum sum of (1) to infinity, and the sum converges slowly. Cutting it at $\varepsilon=3$ eV gives $3.95\times10^{12}$ cm⁻² and lowers the total field in (17) to 13.1 MV/cm. These charges oppose the applied field. For a layer spacing $d\simeq0.335$ nm and no other polarization between the layers, the external field must supply both $U/ed$ and the screening field:

$$F_\text{ext}=5.97+7.50=13.5\ \text{MV/cm}.\tag{17}$$

In a boron nitride gate insulator with a rough dielectric constant of 3.5, the field is about 4 MV/cm. This is below its breakdown field, which is roughly 10 MV/cm for thin layers. Breakdown thus does not rule out the chosen bias.

**Leakage.** At 300 K, $E_g/2k_BT=3.5$. Moving the Fermi level from the band edge to midgap lowers the Boltzmann factor only to 0.03, which is a weak off state for logic. Tunnelling along the channel adds to it. In the gap $D<0$, and (9) gives a complex wave number. For a uniform field $F$ and normal incidence, the semiclassical exponent is

$$\frac{2}{\hbar v\,eF}\int_{-E_m}^{E_m}\operatorname{Im}\sqrt{x_0+D+i\sqrt{W|D|}}\;dE.\tag{18}$$

It equals 11.0 at 0.05 MV/cm, which gives a decay factor of $1.7\times10^{-5}$. This sets the scale of the transmission, not its exact value. Two evanescent waves with opposite real parts of the wave number decay equally and interfere, so in weak fields the transmission at normal incidence oscillates with $F$ between nearly zero and about four times the decay factor. This holds for (1). With the extra couplings above it depends on the direction of the field. Along $\theta=90^\circ$ the two waves still decay equally. Along $\theta=0$ their exponents at 0.05 MV/cm are about 9.7 and 12, and the zeros fill in. The exponent scales as $1/F$, so a field ten times larger reduces it to 1.1. Near normal incidence the gap then blocks the current only weakly.

**Reading the capacitance.** A 10 nm boron nitride gate has 0.31 µF/cm². In series with 79 µF/cm² it would be lowered by about 0.4%. This treats the bilayer as a single sheet. The edge states are layer-polarized and the interlayer capacitance $\epsilon_0/d$ is only 2.6 µF/cm², so the added charge also shifts $U$. In model (1) with the spacing above, modulating one gate with the charge on the other held fixed lowers its capacitance by 0.5% if it is next to the high-energy layer and by about 4% if it is next to the low-energy layer. Either way the edge peak is a small signal in the total capacitance. Two gates are needed to change $n$ while holding $U$ fixed, as (16) assumes. With one gate, filling the band also changes the gap. The remaining values are in the numerical output.

## Computed results

```
velocity v = 1.00e+06 m/s; hbar*v = 0.6582 eV nm
dimer coupling gamma = 0.400 eV; bias U = 0.200 eV
W = 0.2000 eV^2; sqrt(W) = 0.4472 eV
gap Eg = 0.17889 eV = 0.006574 hartree
gap by diagonalization = 0.17889 eV
edge energy Em = 89.443 meV; U/2 = 100.000 meV
hat height U/2-Em = 10.557 meV = k_B * 122.5 K
ring eps0 = 0.13416 eV; k0 = 0.2038 1/nm
radial mass = 0.0437 electron masses
U = 0.05 eV: gap = 0.04961 eV
U = 0.80 eV: gap = 0.35777 eV
U = 8.00 eV: gap = 0.39950 eV
measured DOS exponent at the edge = -0.49997
DOS prefactor A = 0.1390 eV^-1/2 nm^-2
DOS 0.1 meV above edge = 13.909 /(eV nm^2)
DOS 1.0 meV above edge = 4.431 /(eV nm^2)
DOS 5.0 meV above edge = 2.047 /(eV nm^2)
DOS below, above U/2 = 1.4694, 0.8817 /(eV nm^2)
DOS step at U/2 (formula) = 0.5878 /(eV nm^2)
DOS at E=0 for U=0 = 0.2939 /(eV nm^2)
density filling ring band to U/2 = 2.939e+12 cm^-2
thermal number c = 0.67372
k_B T: 4.2 K = 0.362 meV; 300 K = 25.85 meV
Cq at edge, 4.2 K: sum 79.04, law 78.85 uF/cm^2
Cq at edge, 300 K: ideal 8.93, full 7.59 uF/cm^2
rough extras: v3/v = 0.1, v4/v = 0.05, dimer shift = 20 meV
ring energy spread, skew coupling only = 10.77 meV
full model: gap = 0.16578 eV
full model: saddle above pocket = 6.97 meV
full model: U/2 above saddle = 2.63 meV
full model: saddle radius = 0.1333 1/nm
4.2 K Cq peak, ideal = 92.9 uF/cm^2 at edge +0.4 meV
4.2 K Cq peak, full = 53.5 uF/cm^2 at edge +7.0 meV
rough mobility = 50000 cm2/Vs: hbar/(2 tau) = 0.265 meV
rough layer spacing = 0.335 nm; layer excess = 4.147e+12 cm^-2
field between layers U/(e d) = 5.97 MV/cm
screening field = 7.50 MV/cm
needed displacement D/eps_vac = 13.47 MV/cm
rough insulator constant = 3.5; its field = 3.85 MV/cm
gate capacitance, 10 nm insulator = 0.3099 uF/cm^2
gate/quantum capacitance at 4.2 K edge = 0.00392
Eg/(2 k_B T) at 300 K = 3.46; exp(-that) = 0.0314
channel field = 0.050 MV/cm: tunnel exponent = 11.00
tunnel factor exp(-exponent) = 1.66e-05
```
